# Temperature sensitivity of a 100 nm dry oxide on silicon: a program that tests the result

```python
"""Temperature sensitivity of a dry silicon oxide grown for a fixed time.

Result under test, for growth from bare silicon with x^2 + A x = B t:
    dx/dT = x (x E_B + A E_L) / ((2 x + A) k T^2)
x: oxide thickness, t: time, T: absolute temperature, k: Boltzmann constant
B: parabolic constant, activation energy E_B
B/A: linear constant, activation energy E_L
Internal units: micrometre, hour, eV, kelvin.
The growth equation is integrated numerically at neighbouring temperatures
and the finite difference is compared with the formula.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp

K_B = constants.k / constants.e
T_REF = constants.convert_temperature(1000.0, "Celsius", "Kelvin")
A_REF = 0.165
B_REF = 0.012          # rough typical value for dry oxygen
E_B = 1.24
E_L = 2.0
TARGET = 0.100


def rate_constants(T, b_ref=B_REF, a_ref=A_REF, e_lin=E_L, pressure=1.0):
    """Parabolic and linear constants at temperature T."""
    shift = (1 / T - 1 / T_REF) / K_B
    parabolic = pressure * b_ref * np.exp(-E_B * shift)
    linear = pressure * b_ref / a_ref * np.exp(-e_lin * shift)
    return parabolic, linear


def growth_rate(x, parabolic, linear):
    """Reaction and diffusion act as resistances in series."""
    return 1 / (1 / linear + 2 * x / parabolic)


def duration(x, T, start=0.0, **options):
    pair = rate_constants(T, **options)
    return quad(lambda s: 1 / growth_rate(s, *pair), start, x)[0]


def thickness(hours, T, start=0.0, **options):
    pair = rate_constants(T, **options)
    run = solve_ivp(lambda t, x: growth_rate(x, *pair), (0, hours), [start],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert run.success
    return run.y[0, -1]


def numerical_slope(x, T, start=0.0, **options):
    """Finite difference of the grown thickness at fixed time."""
    hours = duration(x, T, start, **options)
    step = 0.5
    upper = thickness(hours, T + step, start, **options)
    lower = thickness(hours, T - step, start, **options)
    return (upper - lower) / (2 * step)


def formula_slope(x, T, A, start=0.0):
    diffusion = (x**2 - start**2) * E_B
    reaction = A * (x - start) * E_L
    return (diffusion + reaction) / ((2 * x + A) * K_B * T**2)


def length_A(T):
    parabolic, linear = rate_constants(T)
    return parabolic / linear


def close(a, b, tolerance=1e-4):
    return abs(a - b) <= tolerance * abs(b)


# Growth law against a direct solution of the three flux equations.
D, k_s, h, C_gas, N_ox = 1.3, 0.7, 3.0, 1.1, 2.0
B_micro = 2 * D * C_gas / N_ox
A_micro = 2 * D * (1 / k_s + 1 / h)
for x in (0.05, 0.8, 6.0):
    # unknowns: outer concentration, inner concentration, flux
    matrix = np.array([[h, 0, 1], [D / x, -D / x, -1], [0, k_s, -1]])
    flux = np.linalg.solve(matrix, [h * C_gas, 0, 0])[2]
    assert close(flux / N_ox, B_micro / (A_micro + 2 * x), 1e-10)
    assert close(growth_rate(x, B_micro, B_micro / A_micro),
                 flux / N_ox, 1e-10)

# Integrated law and its positive root against numerical growth.
hours = duration(TARGET, T_REF)
assert close(hours, (TARGET**2 + A_REF * TARGET) / B_REF, 1e-9)
for t in (0.3 * hours, hours, 5 * hours):
    root = A_REF / 2 * (np.sqrt(1 + 4 * B_REF * t / A_REF**2) - 1)
    assert close(thickness(t, T_REF), root, 1e-8)

# Main result, and its independence of the size of B.
slope = numerical_slope(TARGET, T_REF)
slope_formula = formula_slope(TARGET, T_REF, A_REF)
assert close(slope, slope_formula)
assert 0.85e-3 < slope < 0.95e-3
assert close(numerical_slope(TARGET, T_REF, b_ref=3 * B_REF), slope, 1e-6)

# Effective energy: decreasing with thickness, with the right limits.
kT2 = K_B * T_REF**2
energies = [kT2 * numerical_slope(x, T_REF) / x
            for x in (1e-4, 0.05, 0.1, 0.2, 0.4, 1000.0)]
assert all(np.diff(energies) < 0)
assert abs(energies[0] - E_L) < 0.005
assert abs(energies[-1] - E_B / 2) < 0.005

# Error made by holding A fixed: both constants then share one energy.
slope_fixed_A = numerical_slope(TARGET, T_REF, e_lin=E_B)
fixed_A_formula = (TARGET * (TARGET + A_REF) * E_B
                   / ((2 * TARGET + A_REF) * kT2))
assert close(slope_fixed_A, fixed_A_formula)
assert slope_fixed_A < 0.8 * slope

# Finite temperature errors against the linear estimate.
hot = thickness(hours, T_REF + 10)
cold = thickness(hours, T_REF - 10)
assert abs(hot - TARGET - 10 * slope) < 0.3e-3
assert abs(cold - TARGET + 10 * slope) < 0.3e-3

# Neglected effects for the same film.
early = 0.020          # rough thickness of the fast early stage
slope_early = numerical_slope(TARGET, T_REF, start=early)
assert close(slope_early, formula_slope(TARGET, T_REF, A_REF, early))
assert slope_early < slope

face_ratio = 1.7       # rough ratio of linear constants of two faces
A_face = face_ratio * A_REF
slope_face = numerical_slope(TARGET, T_REF, a_ref=A_face)
assert close(slope_face, formula_slope(TARGET, T_REF, A_face))

pressure_gain = thickness(hours, T_REF, pressure=1.01) - TARGET
pressure_formula = 0.01 * TARGET * (TARGET + A_REF) / (2 * TARGET + A_REF)
assert close(pressure_gain, pressure_formula, 0.01)  # second-order remainder

ramp_span, ramp_speed = 200.0, 10.0 * 60
ramp_hours = ramp_span / ramp_speed
ramp = solve_ivp(
    lambda t, x: growth_rate(
        x, *rate_constants(T_REF - ramp_span + ramp_speed * t)),
    (0, ramp_hours), [0.0], rtol=1e-9, atol=1e-12)
ramp_layer = ramp.y[0, -1]
ramp_gain = thickness(hours, T_REF, start=ramp_layer) - TARGET
assert 0 < ramp_gain < ramp_layer

solubility, oxide_density = 5e16, 2.2e22   # rough values, per cm^3
diffusivity = B_REF * oxide_density / (2 * solubility)
settling_seconds = TARGET**2 / diffusivity * 3600
assert settling_seconds < 1e-3 * hours * 3600

nm = 1000.0
print(f"Temperature: {T_REF:.2f} K")
print(f"Target thickness: {TARGET * nm:.0f} nm")
print(f"Length A at 1000 C: {A_REF * nm:.0f} nm")
print(f"Energy of B: {E_B:.2f} eV")
print(f"Energy of B/A: {E_L:.2f} eV")
print(f"Boltzmann constant: {K_B:.5e} eV/K")
print(f"k T^2: {kT2:.2f} eV K")
print(f"Parabolic constant B (rough): {B_REF:.3f} um^2/h")
print(f"Linear constant B/A: {B_REF / A_REF * nm:.1f} nm/h")
print(f"Growth time: {hours:.3f} h")
print(f"Effective energy at target: {kT2 * slope / TARGET:.4f} eV")
print(f"Sensitivity, numerical growth: {slope * nm:.4f} nm/K")
print(f"Sensitivity, formula: {slope_formula * nm:.4f} nm/K")
denominator = (2 * TARGET + A_REF) * kT2
print(f"  reaction part: {TARGET * A_REF * E_L / denominator * nm:.3f} nm/K")
print(f"  diffusion part: {TARGET**2 * E_B / denominator * nm:.3f} nm/K")
print(f"Relative sensitivity: {100 * slope / TARGET:.3f} %/K")
print(f"Temperature error for 1 nm: {0.001 / slope:.2f} K")
print(f"Sensitivity if A is wrongly fixed: {slope_fixed_A * nm:.3f} nm/K")
print(f"Thickness at +10 K, same time: {hot * nm:.2f} nm")
print(f"Thickness at -10 K, same time: {cold * nm:.2f} nm")
for celsius in (950, 990, 1010, 1050):
    T = constants.convert_temperature(celsius, "Celsius", "Kelvin")
    local = numerical_slope(TARGET, T)
    assert close(local, formula_slope(TARGET, T, length_A(T)))
    print(f"100 nm target at {celsius} C: A = {length_A(T) * nm:.1f} nm, "
          f"sensitivity = {local * nm:.3f} nm/K")
for x in (0.05, 0.2, 0.4):
    local = numerical_slope(x, T_REF)
    assert close(local, formula_slope(x, T_REF, A_REF))
    print(f"{x * nm:.0f} nm target at 1000 C: sensitivity = "
          f"{local * nm:.3f} nm/K, energy = {kT2 * local / x:.3f} eV")
print(f"Thin-film energy (0.1 nm, formal limit): {energies[0]:.3f} eV")
print(f"Thick-film energy (1 mm, formal limit): {energies[-1]:.3f} eV")
print(f"Early fast layer (rough): {early * nm:.0f} nm")
print(f"Sensitivity with early layer: {slope_early * nm:.3f} nm/K")
print(f"  change from main result: {100 * (slope_early / slope - 1):.1f} %")
print(f"Face ratio of linear constants (rough): {face_ratio:.1f}")
print(f"Sensitivity on slower face: {slope_face * nm:.3f} nm/K")
print(f"Extra thickness for +1 % pressure: {pressure_gain * nm:.3f} nm")
print(f"Ramp time, 800 to 1000 C at 10 K/min: {ramp_hours * 60:.0f} min")
print(f"Oxide grown during ramp in oxygen: {ramp_layer * nm:.2f} nm")
print(f"Extra final thickness from ramp: {ramp_gain * nm:.2f} nm")
print(f"Oxidant solubility (rough): {solubility:.0e} cm^-3")
print(f"Oxidant built into oxide (rough): {oxide_density:.1e} cm^-3")
print(f"Diffusion settling time: {settling_seconds:.3f} s")
print("checks complete")
```

Printed output:

```
Temperature: 1273.15 K
Target thickness: 100 nm
Length A at 1000 C: 165 nm
Energy of B: 1.24 eV
Energy of B/A: 2.00 eV
Boltzmann constant: 8.61733e-05 eV/K
k T^2: 139.68 eV K
Parabolic constant B (rough): 0.012 um^2/h
Linear constant B/A: 72.7 nm/h
Growth time: 2.208 h
Effective energy at target: 1.2438 eV
Sensitivity, numerical growth: 0.8905 nm/K
Sensitivity, formula: 0.8905 nm/K
  reaction part: 0.647 nm/K
  diffusion part: 0.243 nm/K
Relative sensitivity: 0.890 %/K
Temperature error for 1 nm: 1.12 K
Sensitivity if A is wrongly fixed: 0.645 nm/K
Thickness at +10 K, same time: 109.05 nm
Thickness at -10 K, same time: 91.25 nm
100 nm target at 950 C: A = 219.0 nm, sensitivity = 1.040 nm/K
100 nm target at 990 C: A = 174.3 nm, sensitivity = 0.918 nm/K
100 nm target at 1010 C: A = 156.3 nm, sensitivity = 0.864 nm/K
100 nm target at 1050 C: A = 127.0 nm, sensitivity = 0.766 nm/K
50 nm target at 1000 C: sensitivity = 0.530 nm/K, energy = 1.479 eV
200 nm target at 1000 C: sensitivity = 1.465 nm/K, energy = 1.023 eV
400 nm target at 1000 C: sensitivity = 2.451 nm/K, energy = 0.856 eV
Thin-film energy (0.1 nm, formal limit): 1.998 eV
Thick-film energy (1 mm, formal limit): 0.620 eV
Early fast layer (rough): 20 nm
Sensitivity with early layer: 0.751 nm/K
  change from main result: -15.6 %
Face ratio of linear constants (rough): 1.7
Sensitivity on slower face: 1.021 nm/K
Extra thickness for +1 % pressure: 0.725 nm
Ramp time, 800 to 1000 C at 10 K/min: 20 min
Oxide grown during ramp in oxygen: 7.21 nm
Extra final thickness from ramp: 3.37 nm
Oxidant solubility (rough): 5e+16 cm^-3
Oxidant built into oxide (rough): 2.2e+22 cm^-3
Diffusion settling time: 0.014 s
checks complete
```
